# Why Dispersion Energies in Layered Solids Are Not Pair Sums

Anyone who computes the dispersion part of the energy needed to cleave a layered crystal must first decide how to add it up. One choice is to sum $-C_6/r^6$ over all pairs of molecules, with $C_6$ taken from the isolated molecule. Another is to diagonalize the coupled fluctuations of the whole stack. If the two differed by a constant factor, the cheap sum could be rescaled once and used everywhere. In the model below they differ by 6% for layers in contact and by 10% for layers three spacings apart, so one factor does not serve both.

## The belief and its appeal

The belief is that dispersion energy is pairwise additive: molecules attract in pairs, so a layer attracts a layer by the sum over their molecules, and a stack is held together by the sum over its layers.

Much speaks for it. The Coulomb energy of given charges is a sum over pairs. The $r^{-6}$ law is correct for two distant molecules at unretarded range. Second-order perturbation theory for many molecules gives that same sum with nothing left over. But dispersion involves dipoles that are not given: each fluctuates in response to all the others. Additivity belongs to the second order, not to the energy.

## The coupled stack

Let each molecule be an isotropic oscillator of frequency $\omega_0$ and static polarizability volume $\alpha$ (Gaussian convention). The molecules form triangular layers with lattice constant $a$ and cell area $A=\sqrt3a^2/2$, one molecule per cell. Retardation, temperature, molecular size and short-range repulsion are left out at first.

Two dipoles a vector $\mathbf r$ apart interact through $T=-\nabla\nabla(1/r)=(1-3\hat{\mathbf r}\hat{\mathbf r})/r^3$. In mass-weighted coordinates the potential energy is $\tfrac12\omega_0^2\,u(1+\alpha T)u$, so the squared mode frequencies are $\omega_0^2$ times the eigenvalues of $1+\alpha T$. The change in zero-point energy is

$$E=\frac{\hbar\omega_0}{2}\,\mathrm{Tr}\left[(1+\alpha T)^{1/2}-1\right].$$

Subtracting the same quantity for each isolated layer leaves the interlayer energy. Now expand $\sqrt{1+x}=1+x/2-x^2/8+x^3/16-\dots$ The linear term vanishes because $T$ has no diagonal blocks, and

$$E_2=-\frac{\hbar\omega_0\alpha^2}{16}\mathrm{Tr}\,T^2,\qquad E_3=\frac{\hbar\omega_0\alpha^3}{32}\mathrm{Tr}\,T^3 .$$

For one pair, $T$ has eigenvalues $(1,1,-2)/r^3$, whose squares add to $6/r^6$. The trace meets each pair twice, so $E_2=-\tfrac34\hbar\omega_0\alpha^2/r^6$ per pair. This is the pair sum.

The third order needs three different molecules. Let $\mathbf a,\mathbf b,\mathbf c$ be unit vectors along the sides of their triangle, taken in circulation. Multiplying out,

$$\mathrm{Tr}(1-3\mathbf{aa})(1-3\mathbf{bb})(1-3\mathbf{cc})=3-9+9\left[(\mathbf{a\cdot b})^2+(\mathbf{b\cdot c})^2+(\mathbf{c\cdot a})^2\right]-27(\mathbf{a\cdot b})(\mathbf{b\cdot c})(\mathbf{c\cdot a}).$$

Each scalar product is minus the cosine of an interior angle. Let $P$ be the product of the three cosines. The squares of the cosines add to $1-2P$, so the trace is $-6+9-18P+27P=3(1+3P)$. Each triangle occurs six times in $\mathrm{Tr}\,T^3$ (three starting points, two directions), which gives the Axilrod–Teller energy

$$E_3=\frac{9}{16}\hbar\omega_0\alpha^3\,\frac{1+3P}{r_{12}^3r_{23}^3r_{31}^3}$$

per triangle. It is not a sum over pairs, and in general it does not vanish. That refutes additivity in principle. Its size and location depend on the layers.

## Where the third order comes from

Use plane waves of in-plane wavevector $q$. At height $z$ the smooth part of a layer's Coulomb potential has the Fourier coefficient $(2\pi/Aq)e^{-q|z|}$. Differentiation along $\mathbf q$ gives $iq$, and along the upward normal $-q$. In the basis (longitudinal, normal), $-\nabla\nabla$ therefore gives, for layers a distance $d$ apart,

$$T_{12}=\beta e^{-qd}\begin{pmatrix}1&i\\ i&-1\end{pmatrix}=\beta e^{-qd}\,vv^T,\qquad \beta=\frac{2\pi q}{A},\quad v=\begin{pmatrix}1\\ i\end{pmatrix}.$$

The reverse coupling $T_{21}$ contains $v^*$ in place of $v$. Transverse in-plane dipoles do not couple between layers. Terms that know the lateral registry of the layers carry reciprocal lattice vectors $G$. Relative to the smooth term they are of order $(G/q)e^{-(G-q)d}$. The wavevectors that matter are of order $1/d$, so these terms are negligible once $Gd\gg1$; they are dropped here.

Take three different layers. A closed path through them contains two successive steps in the same direction, hence the product $vv^Tvv^T$. Since $v^Tv=1+i^2=0$, it vanishes. At third order, well-separated layers do add.

What remains is two molecules in one layer and one in another. Let $t$ be the dipole tensor within a layer, and let $S=\sum R^{-3}$ run over the other molecules of that layer. As $q\to0$, normal dipoles have $t_z=S$. For in-plane dipoles the angular average of $1-3\cos^2$ is $-\tfrac12$, so $t_L=-S/2$. The smooth Fourier term at $d\to0$ adds $+\beta$ to $t_L$ and $-\beta$ to $t_z$. All other terms are even and smooth in $q$, so they start at $q^2$:

$$t_L\simeq-\frac S2+\beta,\qquad t_z\simeq S-\beta,\qquad t_L+t_z\simeq\frac S2 .$$

Because $v^Tv^*=2$, we have $T_{12}T_{21}=2\beta^2e^{-2qd}vv^\dagger$, with trace $4\beta^2e^{-2qd}$. In $\mathrm{Tr}\,T^2$ this product occurs twice. In $\mathrm{Tr}\,T^3$ it occurs six times with one factor $t$, and $v^\dagger tv=t_L+t_z$. Thus

$$\frac{E_3}{E_2}=\frac{\frac{1}{32}\alpha^3\cdot6\cdot2(t_L+t_z)}{-\frac1{16}\alpha^2\cdot2\cdot4}=-\frac34\alpha(t_L+t_z)=-\frac38 s,\qquad s=\alpha S .$$

As $E_2$ is negative, $E_3$ is positive: it weakens the attraction. The fraction does not fall off with distance, so moving the layers apart does not restore the pair sum. The molecules within each layer stay as close as before.

## Beyond third order

Let $R$ be the coupled energy divided by the pair sum. To include the coupling inside each layer in full, give the layer its own frequencies,

$$\omega_L^2=\omega_0^2(1+\alpha t_L),\qquad \omega_z^2=\omega_0^2(1+\alpha t_z).$$

At imaginary frequency $iu$ the layer then responds with $\alpha_i=\alpha\omega_0^2/(\omega_i^2+u^2)$, where $i=L,z$. The identity $\int_0^\infty\ln\frac{x^2+u^2}{y^2+u^2}\,du=\pi(x-y)$ turns the sum over mode frequencies into a logarithm of a determinant. Since $T_{12}$ has rank one, the interlayer energy at each $q$ is

$$E(q)=\frac{\hbar}{2\pi}\int_0^\infty\ln\left[1-\beta^2e^{-2qd}(\alpha_L+\alpha_z)^2\right]du .$$

For weak interlayer coupling, $\ln(1-x)\simeq-x$. The pair sum is the same expression with both responses replaced by that of the free molecule. With

$$\int_0^\infty\frac{du}{(x^2+u^2)(y^2+u^2)}=\frac{\pi}{2xy(x+y)},$$

the denominator of $R$ is $4\alpha^2\omega_0^4\cdot\pi/(4\omega_0^3)=\pi\alpha^2\omega_0$. The numerator has two squares and one doubled cross term. In units $\omega_0=1$,

$$R(q)=\frac1{4\omega_L^3}+\frac1{4\omega_z^3}+\frac1{\omega_L\omega_z(\omega_L+\omega_z)} .$$

For two layers a distance $d$ apart, $R$ is the average of $R(q)$ with weight $q^3e^{-2qd}$: two powers of $q$ come from $\beta^2$ and one from the area element.

## Which error is largest?

The question has no answer until it says what is varied.

**Coupling strength, at infinite spacing.** Here $q\to0$, so $\omega_L^2=1-s/2$ and $\omega_z^2=1+s$. For small $s$ the three terms of $R$ are $\tfrac14(1+\tfrac34s)$, $\tfrac14(1-\tfrac32s)$ and $\tfrac12(1-\tfrac38s)$. They add to $1-\tfrac38s$, in agreement with the third order. At larger $s$ the softened in-plane oscillators win. The ratio has its minimum, $R=0.949$, at $s=0.293$, returns to 1 at $s=0.600$, and then exceeds 1. At $s=0.70$ the formula gives 1.041 and full lattice diagonalization, extrapolated to large spacing, gives 1.040. The pair sum then binds too weakly. Many-body coupling is therefore not always screening. As $s\to2$ the formula diverges because $\omega_L\to0$; a point-dipole model should not be trusted there.

**Wavevector, at fixed $s$.** Write $\omega_L^2=m-\delta$ and $\omega_z^2=m+\delta$. Because $t_L+t_z$ is fixed, so is $m=1+s/4$. Then

$$\alpha_L+\alpha_z\propto\frac{2(m+u^2)}{(m+u^2)^2-\delta^2},$$

which is smallest at $\delta=0$ for every $u$. Screening is strongest where the two oscillators have equal frequency. Setting $-S/2+\beta=S-\beta$ gives $\beta=3S/4$, hence

$$q^*=\frac{3SA}{8\pi},\qquad R(q^*)=\left(1+\frac s4\right)^{-3/2}.$$

**Spacing, at fixed $s$.** The weight $q^3e^{-2qd}$ has mean wavevector $2/d$. Distant layers sample $q$ below $q^*$ and close layers sample $q$ above it. The strongest relative screening is thus expected near $d\approx2/q^*$, neither at contact nor at infinity. This is an estimate, since an average is not the value at the mean and registry matters near contact. For small $s$ the minimum is shallow, and the neglected $q^2$ terms of $t$ can shift it considerably.

## Six layers in numbers

Take $a=0.50$ nm, $d=0.32$ nm, $\alpha=0.0040$ nm³ and $\hbar\omega_0=12$ eV, with successive layers staggered so that molecules face hollows. Then $A=0.2165$ nm², $S=88.27$ nm⁻³ and $s=0.0040\times88.27=0.353$.

For infinitely separated layers, $\omega_L^2=0.823$ and $\omega_z^2=1.353$, so $R=0.3346+0.1588+0.4575=0.951$. The third order alone would give $1-0.132=0.868$; higher orders cancel more than half of its correction.

The wavevector formula gives $q^*=3(88.27)(0.2165)/(8\pi)=2.28$ nm⁻¹ and $R(q^*)=0.881$. Diagonalizing two lattice layers 1.5 nm apart, along one direction of $\mathbf q$, puts the minimum at 2.42 nm⁻¹ with $R=0.889$. The formula omits the $q^2$ terms of $t$, so exact agreement is not expected.

The estimate $2/q^*=0.88$ nm compares with a minimum at about 0.94 nm in a scan of the lattice model, where $R=0.899$. The rise beyond it is slow, because $R(q)$ is linear in $q$ near zero: $R$ is still only 0.937 at 8.2 nm. Near contact, registry matters. At a fixed 0.32 nm, staggered layers have $R=0.937$ and eclipsed layers 0.985. By 1.04 nm the two agree to four digits.

In the stack, layers $j$ spacings apart contribute as follows, in meV per cell and per pair of layers:

| $j$ | pair sum | coupled | $R$ |
|---|---:|---:|---:|
| 1 | −76.43 | −71.61 | 0.937 |
| 2 | −6.30 | −5.71 | 0.907 |
| 3 | −1.23 | −1.11 | 0.899 |
| 4 | −0.39 | −0.35 | 0.901 |
| 5 | −0.16 | −0.14 | 0.905 |

The largest relative error is at the third neighbour and the largest absolute error at the first. The five contacts contribute $5\times4.82=24.1$ meV of a total layer-pair error of 26.9 meV.

The whole stack has −412.0 meV from the pair sum and −385.5 meV from the coupled calculation. The pair sum overbinds by 26.5 meV, or 6.9% of the coupled energy. Separate layer pairs account for +26.9 meV of this difference, and terms with three or more layers for only −0.4 meV.

That small remainder is not the vanishing third-order term at work. At 0.32 nm the registry terms are alive, and three adjacent layers have a third-order energy equal to 0.109 of the bilayer's 6.58 meV, or +0.72 meV. The four such triples give +2.9 meV. More distant triples add +0.3 meV, and higher orders supply about −3.6 meV. Layer additivity at contact is here a cancellation, and it does not survive a change of registry. In an eclipsed stack with the same parameters, terms with three or more layers give about −37 meV against +15 meV from separate layer pairs, and the stack's $R$ rises to 1.03.

Now cleave the stack rigidly in the middle. The cut severs 1, 2, 3, 2 and 1 layer pairs with $j=1$ to 5. The pair sum gives

$$76.43+2(6.30)+3(1.23)+2(0.39)+0.16=93.7\ \text{meV}$$

per cell. Divided by 0.2165 nm² this is 0.433 eV/nm², or 69.3 mJ/m². The coupled calculation gives 64.7 mJ/m². The pair sum is too high by 4.6 mJ/m², which is 7% of the coupled value.

## What this says about a real solid

The parameters are rough values in the regime of boric acid, a buffer used in nickel plating baths, which crystallizes in flat hydrogen-bonded sheets about 0.32 nm apart. The quantum of 12 eV is probably too low to reproduce the molecule's $C_6$, so the energies, which are proportional to $\hbar\omega_0$, may be too small by tens of percent; $R$ does not depend on it. The one-site triangular layer simplifies the real sheet, and this matters more than the error under discussion. Spreading the polarizability equally over three sites 0.136 nm from the molecular centre, in the one orientation tried, multiplies the nearest-layer pair energy by 1.26; its effect on $R$ was not computed. For oscillators with the mass of an electron, dipole–quadrupole terms would add roughly 17% to the pair energy at the nearest interlayer distance. Making the molecule 10% more polarizable in the plane and 20% less along the normal lowers the stack's $R$ from 0.936 to 0.923 and weakens its coupled binding energy by 8%. Short-range repulsion and permanent electrostatics are absent, so 64.7 mJ/m² is one contribution in a model, not the cleavage energy of the crystal.

For wet processing the surrounding liquid matters most. With a rough optical permittivity of 1.78 for water and 1.96 for the model solid, the simple contrast estimate for thick bodies, $[(\epsilon-\epsilon_w)/(\epsilon+\epsilon_w)]^2$ relative to its value in vacuum, is 0.02. It ignores the static response of water, the frequency dependence of both permittivities and molecular detail in the gap, so only its order of magnitude is meaningful. Even so, it shows that a dry dispersion energy must not be carried over to adhesion in a bath.

Retardation limits the far-field result. The phase $2\omega_0L/c$ is 0.2 rad across the stack, where $L=1.6$ nm, and grows in proportion to $L$. It reaches about 1 rad near 8 nm, where $R$ is still about 0.937, short of the limit 0.951. For this example the infinite-distance ratio is a limit of the unretarded model, not of a physical pair of layers. Temperature hardly excites the oscillators, since $k_BT/\hbar\omega_0=0.002$ at room temperature.

The decision posed at the start can now be made for a stack with the parameters and registry used here. If an error near 7% from neglected coupling is acceptable, the pair sum with free-molecule coefficients will do for the dipole part of the dispersion energy, and the uncertainty in molecular shape deserves attention first. If it is not, the coupling inside each layer must be included before any three-layer correction; this order of priority belongs to the staggered stack and is reversed for eclipsed layers in contact. A factor fitted at contact should not be carried to other spacings, registries or values of $s$; beyond $s=0.6$ it would even correct in the wrong direction in the limit of infinite unretarded spacing, though not necessarily at spacings of a few nanometres, where $R$ can still be below 1. The full set of values is in the numerical output below.

## Table of computed values

```
inputs: a=0.50 nm, d=0.32 nm, alpha=0.0040 nm^3, W0=12.0 eV
cell area A = 0.2165 nm^2; nearest interlayer distance = 0.4310 nm
S = 88.273 nm^-3; S*a^3 = 11.0342; s = alpha*S = 0.3531
contact bilayer, pair sum = -76.431 meV/cell
contact bilayer, third order = +6.578 meV/cell (trace)
contact bilayer, third order = +6.578 meV/cell (triples)
contact bilayer, coupled = -71.606 meV/cell; R = 0.9369
far third-order fraction -3s/8 = -0.1324
  its relative deviation at 5a, 10a = -0.0095, -0.0024
three-different-layer share of third order, d=2a: 3.9e-06
  same ratio at contact spacing: 0.1092
far R at s=0.31: lattice 0.9491, formula 0.9491
far R at s=0.70: lattice 1.0404, formula 1.0407
far R, strongest screening: s = 0.2929, R = 0.9490
far R returns to 1 at s = 0.6000; example far R = 0.9509
R at d=4a: lattice 0.9097, dressed layers 0.9054
q* formula = 2.281 /nm; lattice minimum = 2.420 /nm
R at that minimum = 0.8892; floor = 0.8808
2/q* = 0.877 nm
spacing scan: d (nm), R staggered, R eclipsed
    0.320  0.9369  0.9846
    0.430  0.9193  0.9387
    0.577  0.9071  0.9120
    0.775  0.9004  0.9010
    1.042  0.8993  0.8993
    1.399  0.9026  0.9026
    1.879  0.9083  0.9083
    2.524  0.9149  0.9149
    3.390  0.9215  0.9215
    4.553  0.9274  0.9274
    6.116  0.9325  0.9325
    8.214  0.9366  0.9366
lowest R staggered: 0.8991 at d = 0.94 nm
lowest R eclipsed: 0.8992 at d = 0.94 nm
layer pairs in stack: j, count, pair (meV), coupled (meV), R
  1  5  -76.4308  -71.6062  0.9369
  2  4  -6.3017  -5.7135  0.9067
  3  3  -1.2299  -1.1058  0.8991
  4  2  -0.3892  -0.3508  0.9012
  5  1  -0.1594  -0.1443  0.9050
largest absolute error at j = 1, largest relative at j = 3
six layers: pair -411.989, coupled -385.483 meV; R = 0.9357
error coupled-pair = +26.506 meV per stack column
  from separate layer pairs = +26.940 meV
  from three or more layers = -0.434 meV
middle cleavage work: pair 69.31, coupled 64.67 mJ/m^2
neglected: dipole-quadrupole/dipole term at contact = 0.171
neglected: 3 sites at 0.136 nm, pair energy factor = 1.260
neglected: alpha x(1.1,1.1,0.8): R = 0.9230, energy factor = 0.9229
neglected: retardation phase across stack = 0.195 rad
neglected: kT at 298.15 K = 0.0257 eV; kT/W0 = 0.00214
neglected: eps model 1.957, water 1.78 (rough): contrast factor 0.021
```
